\section*{Transfer and Scattering Matrices for Thick Magnetic Tunnel Barriers}

\section{One barrier by hand}

An electron with one spin state meets a rectangular barrier of width $d$. Outside, its wave number is $k$; inside, its decay constant is $\kappa$. Choose the energy so that $k=\kappa$, and write $p=e^{-\kappa d}$. In each region the wave has a forward amplitude $a$, multiplying $e^{ikx}$ outside and $e^{-\kappa x}$ inside, and a backward amplitude $b$, multiplying $e^{-ikx}$ or $e^{\kappa x}$. The origin of $x$ is placed at the local interface.

At the entrance $\psi$ and $\psi'$ are continuous:
\begin{equation}
a_1+b_1=a_2+b_2,\qquad ik(a_1-b_1)=-\kappa(a_2-b_2).
\end{equation}
With $k=\kappa$ the second equation is $a_2-b_2=-i(a_1-b_1)$. Half the sum and half the difference of the two equations give $a_2$ and $b_2$. At the exit the roles are exchanged, and $-i$ becomes $1/(-i)=i$. Crossing the barrier multiplies $a$ by $p$ and $b$ by $1/p$. Hence
\begin{equation}
M=\frac14
\begin{pmatrix}1+i&1-i\\1-i&1+i\end{pmatrix}
\begin{pmatrix}p&0\\0&1/p\end{pmatrix}
\begin{pmatrix}1-i&1+i\\1+i&1-i\end{pmatrix}.
\end{equation}
Since $(1+i)(1-i)=2$ and $(1\pm i)^2=\pm2i$, the product is
\begin{equation}
M=\begin{pmatrix}\cosh\kappa d&-i\sinh\kappa d\\ i\sinh\kappa d&\cosh\kappa d\end{pmatrix}.
\end{equation}

For a wave from the left, no wave comes in from the right, so $0=M_{21}a_L+M_{22}b_L$. Solving for $b_L$ and inserting it in $a_R=M_{11}a_L+M_{12}b_L$ gives
\begin{equation}
t=M_{11}-\frac{M_{12}M_{21}}{M_{22}}
=\cosh\kappa d-\frac{\sinh^2\kappa d}{\cosh\kappa d}
=\frac{1}{\cosh\kappa d}.
\end{equation}
For a wave from the right, $a_L=0$ and $b_R=M_{22}b_L$, so $t'=1/M_{22}=1/\cosh\kappa d$. The two results are equal, but they behave differently under rounding.

Take $p=10^{-3}$ and keep five significant digits. Then $\cosh\kappa d=500.0005$ and $\sinh\kappa d=499.9995$ are both stored as $500.00$. The first formula gives $500-500^2/500=0$; the second gives $1/500.00=0.0020000$, which is correct to the digits kept. In general the two terms of $t$ are about $e^{\kappa d}/2$ and must cancel to $2e^{-\kappa d}$. A relative rounding error $\varepsilon$ in a term becomes a relative error of order $\varepsilon e^{2\kappa d}/4$ in $t$. The growing exponential by itself does no harm; the subtraction does.

Now describe each piece by what leaves it, given what enters. Solving the entrance equations for the outgoing waves gives transmission $1-i$ and, for a wave returning from inside, reflection $r'=i$. The exit has reflection $r_b=i$ and transmission $1+i$. A wave that crosses the layer, reflects at the entrance and crosses again acquires $ip^2$. Summing all round trips,
\begin{equation}
t=(1+i)\,\frac{1}{1-(ip^2)(i)}\,p(1-i)=\frac{2p}{1+p^2}=\frac1{\cosh\kappa d}.
\end{equation}
No large number appears, and nothing cancels.

\section{Two coupled channels by hand}

One channel might suggest that $1/M_{22}$ is a complete cure. Two channels show otherwise. Suppose the growing block has a fast growth factor $g_f$ along $(1,1)/\sqrt2$ and a slow one $g_s$ along $(1,-1)/\sqrt2$:
\begin{equation}
M_{22}=\frac12\begin{pmatrix}g_f+g_s&g_f-g_s\\g_f-g_s&g_f+g_s\end{pmatrix}.
\end{equation}
Its inverse has the same form with $g\to1/g$, and is dominated by $1/g_s$: tunneling proceeds through the slowly decaying channel. The stored matrix, however, is dominated by $g_f$. With $g_f=10^6$, $g_s=1$ and five digits, all four entries become $5.0000\times10^5$. The information about $g_s$ is gone and the matrix is singular. The matrix of decaying factors has entries close to $\pm0.5$, and rounding removes from it the unimportant fast channel instead.

Two ingredients were needed: unequal decay, and a basis that mixes the channels. Electron spins tunneling through a stack of spin-split barriers with noncollinear axes can supply both.

\section{The general model}

Consider normal incidence, elastic tunneling and the free-electron mass $m$. In layer $j$, of width $d_j$, the potential is $U_j-\tfrac12\Delta_j\,\mathbf n_j\cdot\boldsymbol\sigma$. With the energy set to zero, the two-component wave function obeys
\begin{equation}
\psi''=K_j^2\psi,\qquad
K_j^2=\frac{2m}{\hbar^2}\left(U_j-\tfrac12\Delta_j\,\mathbf n_j\cdot\boldsymbol\sigma\right).
\end{equation}
In every barrier layer both heights $U_j\mp\Delta_j/2$ are assumed positive. Then $K_j$ is the positive square root, with a slow eigenvalue $\kappa_j^+$ for spin along $\mathbf n_j$ and a fast one $\kappa_j^-$ for the opposite spin. In the electrodes both spins propagate and $K=-ik$, with $k$ a positive Hermitian matrix. In all regions the forward wave is $e^{-Kx}a$ and the backward wave $e^{Kx}b$.

Because $K^2$ is Hermitian, $\psi^\dagger\psi'-\psi'^\dagger\psi$ has zero derivative, so the flux is conserved. In an electrode it is proportional to $a^\dagger ka-b^\dagger kb$. The transmission summed over both incoming spins is therefore
\begin{equation}
T=\mathrm{Tr}\left(k_R\,t\,k_L^{-1}t^\dagger\right),\qquad 0\le T\le2 .
\end{equation}

\subsection{Transfer form}

Continuity at a step from region 1 to region 2 reads
\begin{equation}
a_1+b_1=a_2+b_2,\qquad K_1(a_1-b_1)=K_2(a_2-b_2).
\label{match}
\end{equation}
With $X=K_2^{-1}K_1$ the second equation is $a_2-b_2=X(a_1-b_1)$. Half the sum and half the difference give
\begin{equation}
\begin{pmatrix}a_2\\b_2\end{pmatrix}
=\frac12\begin{pmatrix}1+X&1-X\\1-X&1+X\end{pmatrix}
\begin{pmatrix}a_1\\b_1\end{pmatrix}.
\end{equation}
A layer contributes $\mathrm{diag}(P_j,P_j^{-1})$ with $P_j=e^{-K_jd_j}$. The ordered product is $M$. The steps of the first section, now with matrices in order, give
\begin{equation}
t=M_{11}-M_{12}M_{22}^{-1}M_{21},\qquad t'=M_{22}^{-1}.
\end{equation}

Both yield the same $T$ in exact arithmetic. To see this, scale the amplitudes by $k^{1/2}$, so that flux conservation makes the full scattering matrix unitary:
\begin{equation}
S=\begin{pmatrix}\tilde r&\tilde t'\\\tilde t&\tilde r'\end{pmatrix},\qquad S^\dagger S=SS^\dagger=1.
\end{equation}
The upper left blocks say $\tilde r^\dagger\tilde r+\tilde t^\dagger\tilde t=1$ and $\tilde r\tilde r^\dagger+\tilde t'\tilde t'^\dagger=1$. Taking traces and subtracting gives $\mathrm{Tr}\,\tilde t^\dagger\tilde t=\mathrm{Tr}\,\tilde t'\tilde t'^\dagger$.

\subsection{Scattering form}

For a step with $b_2=0$, equation (\ref{match}) gives $a_2=a_1+b_1$ and $K_1(a_1-b_1)=K_2(a_1+b_1)$. Collecting terms, $(K_1+K_2)b_1=(K_1-K_2)a_1$, so
\begin{equation}
r=(K_1+K_2)^{-1}(K_1-K_2),\qquad t=1+r=2(K_1+K_2)^{-1}K_1 .
\end{equation}
For $a_1=0$ the same steps give $r'=-r$ and $t'=2(K_1+K_2)^{-1}K_2$. The inverse exists. Between two barrier layers the sum is positive definite. Between a layer and an electrode, $v^\dagger(K-ik)v=0$ requires its real part $v^\dagger Kv$ to vanish, hence $v=0$. A layer by itself has $t=t'=P$ and $r=r'=0$.

Join a part $a$ on the left to a part $b$ on the right. Let $\alpha$ and $\beta$ be the forward and backward amplitudes at the junction:
\begin{equation}
\alpha=t_aa_L+r'_a\beta,\qquad \beta=r_b\alpha+t'_bb_R .
\end{equation}
Substituting $\beta$ into the first equation gives
\begin{equation}
\alpha=J\,(t_aa_L+r'_at'_bb_R),\qquad J=(1-r'_ar_b)^{-1}.
\end{equation}
The outgoing waves are $b_L=r_aa_L+t'_a\beta$ and $a_R=t_b\alpha+r'_bb_R$. Reading off the coefficients of $a_L$ and $b_R$,
\begin{align}
t&=t_bJt_a, & r&=r_a+t'_ar_bJt_a,\\
t'&=t'_a(1+r_bJr'_a)t'_b, & r'&=r'_b+t_bJr'_at'_b .
\end{align}
The algorithm starts from $r=r'=0$, $t=t'=1$ and attaches, from left to right, each step and then each layer. Only decaying exponentials enter.

\subsection{Can the junction inverse fail?}

When $r'_a$ or $r_b$ is zero, $J=1$. The remaining junctions attach a step to a part that already contains a barrier layer. If $1-r'_ar_b$ were singular, some $v\ne0$ would satisfy $v=r'_ar_bv$. This describes a nonzero solution with no incoming wave: in the left electrode it moves away, and beyond the new step it either moves away in an electrode or decays in an unending layer. Inside the barrier
\begin{equation}
\frac{d}{dx}\,\mathrm{Re}(\psi^\dagger\psi')=|\psi'|^2+\psi^\dagger K^2\psi>0 .
\end{equation}
At the left electrode $\psi'=-ik\psi$, so $\mathrm{Re}(\psi^\dagger\psi')=0$. It must therefore be positive at the new step. But there it is zero for an outgoing electrode wave and equals $-\psi^\dagger K\psi\le0$ for a decaying one. This contradiction proves that the inverse exists.

Existence alone does not bound rounding errors. That comes from thickness: crossing a layer changes $r'_a$ into $Pr'_aP$, which is exponentially small, so $J$ approaches the unit matrix. The largest condition number met in the calculations below is 1.054. A condition number does not detect a small factor common to both spins, so the direct comparison of $T$ is the stronger evidence.

The argument uses positive barrier heights. A quantum well between barriers violates them, and $1-r'_ar_b$ can then come close to singular at a resonance. The stability stated here is not claimed for that case.

\section{How the errors grow}

Define $\Gamma^\pm=\sum_j\kappa_j^\pm d_j$ and $D=\sum_jd_j$.

\textbf{Subtraction.} If all decay constants equal $\kappa$, the terms in $t$ are of order $e^{\kappa D}$ and the result of order $e^{-\kappa D}$. The relative error is of order $\varepsilon e^{2\kappa D}$, as in the hand example.

\textbf{Inversion.} For thick layers $J\to1$, and $t'$ becomes the ordered product of the step transmissions and the $P_j$. Its determinant scales as $e^{-\Gamma^+-\Gamma^-}$. Its largest singular value scales as $e^{-\Gamma^+}$, provided the slow spin states of successive layers are not blocked by the steps between them. The other singular value then scales as $e^{-\Gamma^-}$. Since $M_{22}=t'^{-1}$, its singular values scale as $e^{\Gamma^-}$ and $e^{\Gamma^+}$.

Rounding replaces $M_{22}$ by $M_{22}+E$, with $E$ of order $\varepsilon e^{\Gamma^-}$. To first order,
\begin{equation}
(M_{22}+E)^{-1}\simeq M_{22}^{-1}-M_{22}^{-1}EM_{22}^{-1},
\end{equation}
so the relative error is of order
\begin{equation}
\|M_{22}^{-1}\|\,\|E\|\sim\varepsilon\,e^{\Gamma^--\Gamma^+}.
\end{equation}
This is an estimate for rounding errors without special structure. When it exceeds one, the small singular value $e^{\Gamma^+}$ is replaced by something near $\varepsilon e^{\Gamma^-}$, which is larger. The inverse, and with it $T$, then typically comes out too small. This is not certain in every case: just past the breakdown the error can have either sign, and the rounded matrix can even be singular.

Two simple cases escape this loss. If all spin axes are collinear and the basis is taken along them, $M_{22}$ is diagonal and each entry keeps its own relative precision. If both spins decay equally, $\Gamma^-=\Gamma^+$ and nothing is lost. In both cases the inverse $t'$ stays accurate until the growing exponentials overflow, although $T$, which is quadratic in $t'$, may underflow to zero earlier.

\section{A three-layer spin filter}

The electrodes have $U=-2$ eV and $\Delta=2$ eV. The barrier consists of three equally wide layers with $U=1.25$, $1.5$, $1.25$ eV, splitting 2 eV, and axes at $30^\circ$, $70^\circ$, $40^\circ$ to the left electrode's axis. These are round model parameters, and the splitting is chosen large so that the loss appears at small thickness. With $U=1.65$ eV and $\Delta=0.36$ eV the decay constants differ by only $0.72\ \mathrm{nm^{-1}}$, and the estimate below would place the inversion failure near 50 nm. With $2m/\hbar^2=26.247\ \mathrm{eV^{-1}nm^{-2}}$, the outer layers have heights $0.25$ and $2.25$ eV, so
\begin{equation}
\kappa^+=\sqrt{26.247\times0.25}=2.562,\qquad
\kappa^-=\sqrt{26.247\times2.25}=7.685\ \mathrm{nm^{-1}}.
\end{equation}
The middle layer has $3.623$ and $8.100\ \mathrm{nm^{-1}}$. The mean difference is
\begin{equation}
\frac{\Gamma^--\Gamma^+}{D}=\frac{2(7.685-2.562)+(8.100-3.623)}{3}=4.91\ \mathrm{nm^{-1}}.
\end{equation}
In double precision $\varepsilon=2.22\times10^{-16}$ and $-\ln\varepsilon=36.04$. Inversion should fail near $36.04/4.91=7.3$ nm. The estimate omits a prefactor; in this stack the error reaches order one near 8 nm.

The transmission for parallel electrodes is:
\begin{center}
\begin{tabular}{rlll}
$D$ (nm) & scattering & inversion & subtraction\\
3 & $2.208\times10^{-8}$ & $2.208\times10^{-8}$ & $2.210\times10^{-8}$\\
6 & $5.552\times10^{-16}$ & $5.552\times10^{-16}$ & $3.7\times10^{8}$\\
9 & $1.406\times10^{-23}$ & $1.7\times10^{-27}$ & $3.5\times10^{29}$\\
12 & $3.560\times10^{-31}$ & $2.8\times10^{-47}$ & $1.4\times10^{50}$
\end{tabular}
\end{center}

The reference is a propagation of $\psi$ and $\psi'$ with 330 digits. Relative to it, the scattering result is tested to better than $10^{-11}$ at each thickness, and at 40 nm, where $T=4.47\times10^{-102}$, its error is $7.5\times10^{-15}$. A separate finite-difference solution at 1.5 nm agrees with $T=1.5018\times10^{-4}$, which tests the matching. It uses the same flux formula, so that formula is tested separately: at 1.5 nm the reflection and transmission, each summed over both incoming spins, add up to 2 within $10^{-12}$.

Subtraction violates $T\le2$ at 6 nm, so there its failure is visible. At somewhat smaller thickness it is not: at 4 nm, where $T=6.4\times10^{-11}$, subtraction returns a value several orders of magnitude too large but still far below 2. Inversion fails quietly. Its relative error is $1.8\times10^{-5}$ at 6 nm. At 9 and 12 nm it is printed as 1.0, because a result that is far too small has lost its whole value; at 12 nm $T$ is too small by a factor of about $10^{16}$. Such a number still looks like a tunneling probability.

The fitted growth rate of the inversion error is $4.69\ \mathrm{nm^{-1}}$, against the predicted 4.91. For subtraction, tried on a 1 eV barrier with equal decay, it is $9.64\ \mathrm{nm^{-1}}$ against $2\kappa=10.25$. Rounding errors scatter, and these tests allow 20\%. The two simple cases that escape the loss were also tested at 12 nm: inversion has relative error $2.4\times10^{-15}$ in the collinear stack and $6.3\times10^{-15}$ for equal decay, while subtraction fails in both. Large exponentials are present in both cases, so they cannot be the sole cause of the inversion loss.

\subsection{The magnetoresistance ratio}

Reversing the right electrode gives $T_{AP}$. For this normal-incidence model define $\rho=(T_P-T_{AP})/T_{AP}$. At 12 nm,
\begin{equation}
\rho=\frac{3.560\times10^{-31}}{4.857\times10^{-31}}-1=-0.267 .
\end{equation}
Inversion gives $+0.93$ at 9 nm and $+8.1$ at 12 nm. Subtraction gives $-0.44$ at 6 nm, a believable ratio of two meaningless transmissions. These failed values, like the wrong entries in the table, are rounding noise: a different order of operations or a rotated spin basis changes them, sign included. A plausible ratio is therefore no check on its parts.

The thick limit explains the stable value. In a thick last layer only the slow spin state $u$ survives, provided the earlier layers feed it at all. Earlier axes exactly opposite to the last one would block it and change the ratio. The wave entering the right electrode is proportional to $v=2(K_3+K_R)^{-1}K_3u$, and its flux to $v^\dagger k_Rv$. The common decay factor cancels from the ratio of the two orientations, leaving a property of the last interface. Evaluated from that interface alone, $\rho=-0.267103$, the value found for the full stack at 12 nm.

The sign can be understood from the simpler case in which the last layer's axis lies along the electrode's. Then $v=2\kappa/(\kappa-ik)$ and the flux is $4\kappa^2k/(\kappa^2+k^2)$. This falls with increasing $k$ once $k>\kappa$. Here $k=8.87\ \mathrm{nm^{-1}}$ for majority and $5.12\ \mathrm{nm^{-1}}$ for minority spin, both above $\kappa^+=2.56\ \mathrm{nm^{-1}}$, so the minority state accepts more flux. The aligned ratio would be
\begin{equation}
\frac{8.87/(2.56^2+8.87^2)}{5.12/(2.56^2+5.12^2)}-1\simeq-0.33 .
\end{equation}
The full matrix formula at $40^\circ$ gives the smaller magnitude 0.267.

The same limit gives $T\propto e^{-2\Gamma^+}$. Twice the mean slow decay constant is $5.8305\ \mathrm{nm^{-1}}$, so $T$ should fall between 9 and 12 nm by $e^{-17.492}=2.53\times10^{-8}$. Indeed $1.406\times10^{-23}\times2.53\times10^{-8}=3.56\times10^{-31}$.

\section{What the stable method does not keep}

Rounding in the scattering form is small relative to the largest part of $t$. The smaller singular value is a different matter. At 12 nm its ratio to the larger one is $5.5\times10^{-26}$, but the composed matrix gives $3.6\times10^{-17}$, which is rounding noise. The total transmission does not notice. A quantity that needs the fast channel alone would. So would the total transmission of a thick stack whose slow channel is blocked by axes opposite to within rounding, if the basis mixes the channels. A small misalignment $\delta$ (in radians) reopens the slow channel. With one nearly blocked step its amplitude is proportional to $\delta$ and the relative error is of order $\varepsilon/\delta$. If a thick layer is nearly opposite to both of its neighbours, the amplitude is proportional to $\delta^2$ while rounding in that layer still leaks an amplitude of order $\varepsilon$. The error is then of order $\varepsilon/\delta^2$, and $T$ is lost already at $\delta\sim\sqrt\varepsilon\approx10^{-8}$. Higher precision is a general remedy. For the smaller singular value alone there is a cheaper one: since $t=t_bJt_a$, the determinant of $t$ can be accumulated as the product $\det t_b\,\det J\,\det t_a$, with the factor $e^{-(\kappa_j^++\kappa_j^-)d_j}$ entered directly for each layer. Its modulus divided by the larger singular value is the smaller one.

The complete values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
inputs: electrode mean, splitting = (-2.0, 2.0) eV
barrier means = [1.25, 1.5, 1.25] eV; splitting = 2.0 eV
barrier axes = [30, 70, 40] deg
2m/hbar^2 = 26.24684 1/(eV nm^2); eps = 2.220e-16
electrode k majority, minority = 8.8736, 5.1232 1/nm
layer 1: slow, fast decay = 2.5616, 7.6848 1/nm
layer 2: slow, fast decay = 3.6226, 8.1004 1/nm
layer 3: slow, fast decay = 2.5616, 7.6848 1/nm
finite-difference T at 1.5 nm = 1.5017551e-04; scattering 1.5017551e-04
reflection + transmission at 1.5 nm = 2.000000000000
D = 1.5 nm: reference T_P = 1.501755e-04, T_AP = 2.024297e-04
  T_P scatter, inverse, subtract = 1.502e-04, 1.502e-04, 1.502e-04
  relative errors = 1.3e-15, 2.8e-14, 4.1e-11
  (T_P-T_AP)/T_AP: reference -0.258135; -0.2581, -0.2581, -0.2581
D = 3.0 nm: reference T_P = 2.208474e-08, T_AP = 3.010363e-08
  T_P scatter, inverse, subtract = 2.208e-08, 2.208e-08, 2.210e-08
  relative errors = 0.0e+00, 1.5e-11, 8.9e-04
  (T_P-T_AP)/T_AP: reference -0.266376; -0.2664, -0.2664, -0.2635
D = 6.0 nm: reference T_P = 5.552204e-16, T_AP = 7.575654e-16
  T_P scatter, inverse, subtract = 5.552e-16, 5.552e-16, 3.744e+08
  relative errors = 4.4e-16, 1.8e-05, 6.7e+23
  (T_P-T_AP)/T_AP: reference -0.267099; -0.2671, -0.2671, -0.4369
D = 9.0 nm: reference T_P = 1.405857e-23, T_AP = 1.918221e-23
  T_P scatter, inverse, subtract = 1.406e-23, 1.670e-27, 3.485e+29
  relative errors = 2.1e-15, 1.0e+00, 2.5e+52
  (T_P-T_AP)/T_AP: reference -0.267103; -0.2671, 0.9312, 8.978
D = 12.0 nm: reference T_P = 3.559928e-31, T_AP = 4.857341e-31
  T_P scatter, inverse, subtract = 3.560e-31, 2.829e-47, 1.398e+50
  relative errors = 1.0e-15, 1.0e+00, 3.9e+80
  (T_P-T_AP)/T_AP: reference -0.267103; -0.2671, 8.088, 13.57
12 nm singular-value ratio of t: reference 5.52e-26, scattering 3.60e-17
thick-limit ratio from last interface = -0.267103
decay rate of T = 5.830529 1/nm; twice mean slow decay = 5.830529 1/nm
40 nm: T = 4.474837e-102, relative error = 7.5e-15
inverse error growth: fitted 4.69, predicted 4.91 1/nm
inverse breakdown estimate = 7.34 nm
subtraction error growth (1 eV, equal decay): fitted 9.64, predicted 10.25 1/nm
subtraction breakdown estimate = 3.52 nm
12 nm collinear: inverse error 2.4e-15, subtraction error 2.7e+80
12 nm equal-decay: inverse error 6.3e-15, subtraction error 2.4e+74
largest junction condition number = 1.054
\end{verbatim}
